# Convergence of even-tempered Gaussian bases for the hydrogenic ground state, part 1

(Sections cited here and not found follow in the second part.)

## A.1 Result and conventions

Hartree atomic units are used, with a fixed point nucleus of charge $Z=1$: $H=-\tfrac12\nabla^2-1/r$, $\psi=e^{-r}$, $E_0=-\tfrac12$, $\langle\psi|\psi\rangle=\pi$. The basis is

$$g_k=\exp(-e^{t_k}r^2),\qquad t_k=t_0+kh,\qquad k=1,\dots,N,$$

so that neighbouring exponents have the ratio $e^h$. Further, $\Omega=2\pi/h$, $T=t_N+h/2$, and $\Delta E$ is the energy of the trial function minus $E_0$. The form $\exp(-c\sqrt N)$ holds up to a power of $N$, and $c$ depends on the quantity measured.

(a) With the trapezoidal coefficients of A.2, $t_0=-\ln(6\pi^2/h)$ and the best $h$, as $N\to\infty$,

$$\Delta E\simeq 2\sqrt{4\pi C}\,(3\pi)^{3/4}\,\Omega_0^{9/4}\,e^{-\pi\Omega_0},\qquad \Omega_0=\sqrt{3(N+\tfrac12)},\qquad C=\frac{8-5\sqrt2}{6\sqrt\pi}=0.087349 .$$

The best step tends to $h_0=2\pi/\Omega_0$. The Rayleigh–Ritz error in the same basis is no larger.

(b) For every such basis with smallest exponent at most $1\ \mathrm{bohr}^{-2}$ and $1/N\le h\le2$, and for any coefficients, $\Delta E\ge \text{const}\cdot N^{-3/2}e^{-\pi\sqrt{3N}}$ at large $N$. Within this class $c=\pi\sqrt3=5.4414$ is the exact rate for the energy.

(c) For the value at the nucleus, with trapezoidal coefficients and $h$ chosen for that quantity, the envelope of the error has $c=\pi/\sqrt2=2.2214$.

For charge $Z$ the substitution $r\to r/Z$ turns $-\tfrac12\nabla^2-Z/r$ into $Z^2H$, so exponents and energy errors are multiplied by $Z^2$ while $h$ is unchanged.

Four facts about the Gamma function are used: $\Gamma(z+1)=z\Gamma(z)$, $|\Gamma(\tfrac12+i\omega)|^2=\pi/\cosh\pi\omega$, $|\Gamma(1+i\omega)|^2=\pi\omega/\sinh\pi\omega$, and Stirling's formula in the form $|\Gamma(a+i\omega)|^2\simeq2\pi|\omega|^{2a-1}e^{-\pi|\omega|}$ for large $|\omega|$.

## A.2 The integral and the trapezoidal rule

Let $I(r)=\frac{2}{\sqrt\pi}\int_0^\infty\exp(-u^2-r^2/4u^2)\,du$, so that $I(0)=1$. For $r>0$,

$$I'(r)=-\frac{2}{\sqrt\pi}\int_0^\infty\frac{r}{2u^2}\exp(-u^2-r^2/4u^2)\,du .$$

With $w=r/2u$ one has $|dw|=r\,du/2u^2$, and the exponent becomes $-r^2/4w^2-w^2$, which has the original form. Hence $I'=-I$ and $I=e^{-r}$. Now put $u=\tfrac12e^{-t/2}$, so that $u^2=e^{-t}/4$, $r^2/4u^2=e^tr^2$ and $|du|=\tfrac14e^{-t/2}dt$:

$$e^{-r}=\int_{-\infty}^{\infty}v(t)\,e^{-e^tr^2}dt,\qquad v(t)=\frac{1}{2\sqrt\pi}\exp\!\Big(-\frac t2-\frac{e^{-t}}4\Big).$$

The weight falls double-exponentially towards diffuse Gaussians and only as $e^{-t/2}$ towards tight ones, which build the cusp. The trapezoidal rule on the infinite lattice gives $\varphi_\infty=h\sum_{k\in\mathbb Z}v(t_k)g_k$, and the finite trial function is

$$\varphi=h\sum_{k=1}^Nv(t_k)g_k=\psi+\delta-\tau-\lambda,$$

where $\delta=\varphi_\infty-\psi$ is the discretisation error, $\tau$ collects the terms $k>N$ and $\lambda$ the terms $k\le0$.

## A.3 Pointwise discretisation error

The comb has the Fourier series $h\sum_k\delta_{\rm D}(t-t_0-kh)=\sum_me^{im\Omega(t-t_0)}$, with $\delta_{\rm D}$ the Dirac function; integrating a function against it is Poisson summation. The term $m=0$ gives $\psi$, and after renaming $m\to-m$,

$$\delta(r)=\sum_{m\ne0}e^{im\Omega t_0}F(m\Omega;r),\qquad F(\omega;r)=\int v(t)\,e^{-e^tr^2}e^{-i\omega t}dt .$$

Put $\nu=\tfrac12+i\omega$ and $e^t=e^u/2r$. Then $e^{-t}/4+r^2e^t=r\cosh u$ and $e^{-\nu t}=(2r)^\nu e^{-\nu u}$. With $K_\nu(r)=\tfrac12\int e^{-r\cosh u-\nu u}du$,

$$F(\omega;r)=(2r)^{\nu}K_\nu(r)/\sqrt\pi .$$

At $r=0$ the variable $y=e^{-t}$ gives $\frac1{2\sqrt\pi}\int_0^\infty y^{\nu-1}e^{-y/4}dy$, so $F(\omega;0)=4^{i\omega}\Gamma(\tfrac12+i\omega)/\sqrt\pi$ and $|F(\omega;0)|=(\cosh\pi\omega)^{-1/2}$. The pair $m=\pm1$ therefore has the envelope $2\sqrt2\,e^{-\pi^2/h}$ at small $h$, and $t_0$ sets the phase under it. For $h=1$, $t_0=0.3$, direct summation of the rule in 50-digit arithmetic gives $\delta(0)=-1.44468\times10^{-4}$ and $\delta(0.7)=-1.36066\times10^{-4}$.

A bound uniform in $r$ is needed later. For $\omega>0$ shift the contour, $t\to t-i\beta$ with $0<\beta<\pi/2$. The integrand is entire and still decays at both ends, the factor $e^{-i\omega t}$ acquires $e^{-\beta\omega}$, and $e^{\pm t}$ has the real part $e^{\pm t}\cos\beta$. Dropping the Gaussian, whose modulus is at most 1,

$$|F|\le\frac{e^{-\beta\omega}}{2\sqrt\pi}\int_0^\infty y^{-1/2}e^{-y\cos\beta/4}dy=\frac{e^{-\beta\omega}}{\sqrt{\cos\beta}} .$$

For $\partial_rF$ the integrand gains $2re^t$; dropping instead the factor $e^{-y\cos\beta/4}$ and using $s=e^t$ gives $\frac{1}{\sqrt\pi}\int_0^\infty r\,s^{-1/2}e^{-sr^2\cos\beta}ds=(\cos\beta)^{-1/2}$, the same bound. The choice $\beta=\pi/2-1/\omega$ has $\cos\beta=\sin(1/\omega)\ge2/\pi\omega$, so for $\omega>1$

$$|F|,\ |\partial_rF|\le e\,\sqrt{\pi\omega/2}\;e^{-\pi\omega/2}.$$

The rate $e^{-\pi\Omega/2}$ is set by the half-width $\pi/2$ of the strip in which a Gaussian with complex exponent still decays.

Statement (c) follows. The first omitted tight point is $T+h/2$, and there $e^{-y/4}=1+O(e^{-T})$, so

$$\tau(0)\simeq\frac{h}{2\sqrt\pi}\sum_{j\ge0}e^{-(T+h/2+jh)/2}=\frac{h\,e^{-T/2}}{4\sqrt\pi\sinh(h/4)}\to\frac{e^{-T/2}}{\sqrt\pi}.$$

Since $T=Nh+O(\ln h^{-1})$ (A.7), equating the exponents $\pi^2/h=Nh/2$ gives $h=\pi\sqrt{2/N}$ and the common exponent $\pi\sqrt{N/2}$. With the smaller step $h_0$ that suits the energy, $\tau(0)$ dominates and falls only as $e^{-Nh_0/2}=e^{-\pi\sqrt{N/3}}$ up to a power of $N$.

## A.4 The energy as a quadratic form

Define $Q[f]=\tfrac12G[f]+\tfrac12S[f]-V[f]=\langle f|H+\tfrac12|f\rangle$ with $G=\int|\nabla f|^2$, $S=\int f^2$, $V=\int f^2/r$. Because $(H+\tfrac12)\psi=0$, all terms containing $\psi$ drop out of $Q[\psi+\eta]$, and for any $\eta$

$$\Delta E=\frac{Q[\eta]}{S[\psi+\eta]}$$

exactly. As $H+\tfrac12\ge0$, $\sqrt Q$ is a seminorm and obeys the Cauchy–Schwarz and triangle inequalities.

For two Gaussians with exponents $a,b$ and $p=a+b$: the overlap is $(\pi/p)^{3/2}$; the gradients multiply to $4abr^2e^{-pr^2}$ and $\int r^2e^{-pr^2}d^3r=\frac{3}{2p}(\pi/p)^{3/2}$, which gives $6\pi^{3/2}ab\,p^{-5/2}$; the Coulomb integral is $4\pi\int_0^\infty re^{-pr^2}dr=2\pi/p$. With $y=1/a$, $y'=1/b$, $p=(y+y')/yy'$, the three kernels are

$$G:\ 6\pi^{3/2}\frac{(yy')^{3/2}}{(y+y')^{5/2}},\qquad S:\ \pi^{3/2}\frac{(yy')^{3/2}}{(y+y')^{3/2}},\qquad V:\ 2\pi\frac{yy'}{y+y'} .$$

All three are positive.

## A.5 Energy of the discretisation error

Write one factor $\delta$ with the comb terms $e^{im\Omega(t-t_0)}$ and the other, since $\delta$ is real, with the conjugates $e^{-in\Omega(t'-t_0)}$, $m,n\neq0$. Then $e^{im\Omega t}=y^{-im\Omega}$, $e^{-in\Omega t'}=y'^{\,in\Omega}$, the phase is $e^{i\kappa t_0}$ with $\kappa=(n-m)\Omega$, $dt=dy/y$ in magnitude, and $v(t)v(t')=(yy')^{1/2}e^{-(y+y')/4}/4\pi$. The substitution $y=\rho x$, $y'=\rho(1-x)$, $dy\,dy'=\rho\,d\rho\,dx$ factorises every integral:

$$\iint y^{\alpha-1}y'^{\,\beta-1}(y+y')^{-\gamma}e^{-(y+y')/4}dy\,dy'=B(\alpha,\beta)\,\Gamma(\alpha+\beta-\gamma)\,4^{\alpha+\beta-\gamma}.$$

For $G$ and $S$ the powers are $\alpha=\tfrac12+\tfrac32-im\Omega$, $\beta=2+in\Omega$, with $\gamma=\tfrac52$ and $\tfrac32$. For $V$ they are $\alpha=\tfrac32-im\Omega$, $\beta=\tfrac32+in\Omega$, $\gamma=1$. The constants are $6\pi^{3/2}4^{3/2}/4\pi=12\sqrt\pi$, $\pi^{3/2}4^{5/2}/4\pi=8\sqrt\pi$ and $2\pi\,4^2/4\pi=8$. With the common phase $\chi=(4e^{t_0})^{i\kappa}$,

$$G_{mn}=12\sqrt\pi\,\chi\,B(2-im\Omega,2+in\Omega)\,\Gamma(\tfrac32+i\kappa),$$
$$S_{mn}=8\sqrt\pi\,\chi\,B(2-im\Omega,2+in\Omega)\,\Gamma(\tfrac52+i\kappa),$$
$$V_{mn}=8\,\chi\,B(\tfrac32-im\Omega,\tfrac32+in\Omega)\,\Gamma(2+i\kappa),$$

and $Q[\delta]=\sum_{m,n\ne0}(\tfrac12G_{mn}+\tfrac12S_{mn}-V_{mn})$ exactly.

On the diagonal $m=n=\pm1$, $B=|\Gamma(2+i\Omega)|^2/6$ with $\Gamma(\tfrac32)=\sqrt\pi/2$ and $\Gamma(\tfrac52)=3\sqrt\pi/4$ gives $G_{11}=S_{11}=\pi|\Gamma(2+i\Omega)|^2$, and $B=|\Gamma(\tfrac32+i\Omega)|^2/2$ gives $V_{11}=4|\Gamma(\tfrac32+i\Omega)|^2$. At $\Omega=0$ all three equal $\pi$, the values for $\psi$ itself. The recurrence gives $|\Gamma(2+i\Omega)|^2=(1+\Omega^2)\pi\Omega/\sinh\pi\Omega$ and $|\Gamma(\tfrac32+i\Omega)|^2=(\tfrac14+\Omega^2)\pi/\cosh\pi\Omega$. Two diagonal terms divided by the norm $\pi$ define

$$A(h)=2\left[\frac{\pi\Omega(1+\Omega^2)}{\sinh\pi\Omega}-\frac{1+4\Omega^2}{\cosh\pi\Omega}\right]=4\pi\Omega^3e^{-2\pi^2/h}\Big(1-\frac{4}{\pi\Omega}+O(\Omega^{-2})\Big).$$

The terms $m=-n=\pm1$ have the same exponential size, because $|\Gamma(2-i\Omega)^2|=|\Gamma(2+i\Omega)|^2$ and $|\Gamma(a+i\kappa)/\Gamma(b+i\kappa)|\simeq|\kappa|^{a-b}$ is only a power. Relative to $\Omega^3e^{-\pi\Omega}$ they are $O(\Omega^{-5/2})$ for $G$, $O(\Omega^{-3/2})$ for $S$ and $O(\Omega^{-2})$ for $V$, and they oscillate with $t_0$. Terms with $|m|$ or $|n|\ge2$ carry at least one more factor $e^{-\pi\Omega/2}$. The gradient part alone is $D^2\equiv G[\delta]\simeq4\pi^2\Omega^3e^{-\pi\Omega}$.

The norm is $S[\varphi_\infty]=\pi+2\langle\psi|\delta\rangle+S[\delta]$, and $\langle\psi|\delta\rangle=\sum_{n\neq0}S_{0n}$ contains one uncancelled Gamma function, so the norm differs from $\pi$ by a relative $O(\Omega^{0}e^{-\pi\Omega/2})$.

For $t_0=0.3$ the energy error from explicit 50-digit double sums over a lattice from $t\approx-8$ to $36$, the alias sum $Q[\delta]/\pi$ with $|m|,|n|\le4$, and $A$ are, in hartree:

| $h$ | explicit | alias sum | $A(h)$ |
|---|---|---|---|
| 1.0 | $6.59564\times10^{-6}$ | $6.58438\times10^{-6}$ | $6.84979\times10^{-6}$ |
| 0.5 | $1.60781\times10^{-13}$ | $1.60781\times10^{-13}$ | $1.61494\times10^{-13}$ |

The explicit value is divided by the true norm and the alias sum by $\pi$; at $h=1$ they differ by $0.17\%$ of the latter. $A$ omits the off-diagonal terms and lies above the alias sum by $4\%$ of it at $h=1$ and by $0.4\%$ at $h=0.5$.

## A.6 The tight cut

In $\tau$ the points are $t=T+h/2+jh$, $j\ge0$, and $e^{-y/4}$ is replaced by 1 with a relative error $O(e^{-T})$, the kernels being positive. With $a=e^t$, $b=e^{t'}$ one has $p=2e^{(t+t')/2}\cosh\frac{t-t'}2$, so the gradient kernel is $e^{-(t+t')/4}K(t-t')$ with

$$K(\sigma)=6\pi^{3/2}\big(2\cosh\tfrac\sigma2\big)^{-5/2}.$$

Together with the weights, each point carries $h\,e^{-3t/4}/2\sqrt\pi$. With $q=e^{-3h/4}$, $e^{-3(t_j+t_k)/4}=e^{-3T/2}q^{\,1+j+k}$. Summing at fixed $d=j-k$ over the smaller index gives $q^{|d|}/(1-q^2)$, and $q/(1-q^2)=1/(2\sinh\frac{3h}4)$. Since $\frac1\pi\cdot\frac12\cdot\frac{6\pi^{3/2}}{4\pi}=\frac{3}{4\sqrt\pi}$,

$$\frac{G[\tau]}{2\pi}=C_he^{-3T/2},\qquad C_h=\frac{3h^2}{4\sqrt\pi}\,\frac{\sum_dq^{|d|}\big(2\cosh\frac{dh}2\big)^{-5/2}}{2\sinh(3h/4)} .$$

As $h\to0$, $h/(2\sinh\frac{3h}4)\to\tfrac23$, and $h\sum_d$ becomes an integral which, with $z=e^{-\sigma}$ and $2\cosh\frac\sigma2=z^{-1/2}(1+z)$, equals

$$2\int_0^1\frac{z\,dz}{(1+z)^{5/2}}=2\Big[-2u^{-1/2}+\tfrac23u^{-3/2}\Big]_1^2=2\Big(\tfrac43-\tfrac{5\sqrt2}6\Big)=\frac{8-5\sqrt2}{3}.$$

Thus $C_h\to\frac{3}{4\sqrt\pi}\cdot\frac23\cdot\frac{8-5\sqrt2}3=C$. Summing the series gives $C_h=0.085488$ at $h=1$ and $0.087227$ at $h=0.25$.

The power has a direct meaning: $\tau$ has height and width of order $e^{-T/2}$, hence slope of order 1 in a volume $e^{-3T/2}$. The Coulomb part is smaller. In the continuum limit it is $\frac{2\pi}{4\pi}\iint e^{-(t+t')}/(2\cosh\frac{t-t'}2)$ over $t,t'>T$. The integral over the smaller variable gives $e^{-2T}/2$, and the integral over the difference gives $2\int_0^1\sqrt z/(1+z)\,dz=2(2-\pi/2)$, as $z=x^2$ shows. So $V[\tau]=(1-\pi/4)e^{-2T}$, a negative correction to $Q[\tau]$ of relative order $e^{-T/2}$. The same counting gives $S[\tau]=O(e^{-5T/2})$.

## A.7 The diffuse cut and the cross terms

The first omitted diffuse point is $t_0$, with $y=Y=e^{-t_0}$. For one Gaussian the kernels at $y=y'$ give

$$Q[g]=\tfrac12\pi^{3/2}\big[6\cdot2^{-5/2}y^{1/2}+(y/2)^{3/2}\big]-\pi y .$$

The weight is $hv=h\,y^{1/2}e^{-y/4}/2\sqrt\pi$. Dropping $-\pi y$ bounds the seminorm of each term by a quantity that changes from one term to the next by at most $e^{5h/4}e^{-Yh/4}$, because $y$ grows by the factor $e^h$ and by at least $Yh$. For $Y=6\pi^2/h=3\pi\Omega$ this factor is $e^{5h/4-3\pi^2/2}$, so the first term dominates:

$$\frac{Q[\lambda]}\pi\simeq\frac{h^2Y}{4\pi^2}\,e^{-Y/2}\,Q[g]\big|_{y=Y}=O\big(\Omega^{1/2}e^{-3\pi\Omega/2}\big).$$

This is below $A$ by a factor of order $\Omega^{-5/2}e^{-\pi\Omega/2}$, and by Cauchy–Schwarz the cross terms of $\lambda$ with $\delta$ and $\tau$ are negligible by the square root of that factor near the optimum, where $Q[\tau]$ and $Q[\delta]$ are comparable. The diffuse end costs only the range $\ln(3\pi\Omega)$:

$$T=(N+\tfrac12)h-\ln(3\pi\Omega).$$

Any $Y=\gamma\Omega$ with $\gamma\ge2\pi$ would serve, at $\gamma=2\pi$ with only a power of $\Omega$ as margin; the constant in (a) scales as $\gamma^{3/4}$ while the power and the exponent stay.

The cross term of $\delta$ and $\tau$ is bounded with A.3. It is at most $\tfrac12\sup|\delta'|\int|\tau'|+\sup|\delta|\int(\tfrac12\tau+\tau/r)$. For one Gaussian of exponent $s$, $\int|g'|d^3r=4\pi\int2sr^3e^{-sr^2}dr=4\pi/s$, $\int g/r=2\pi/s$ and $\int g=(\pi/s)^{3/2}$. Summed with weights $he^{-t/2}$ these give $O(e^{-3T/2})$. The cross term is $O(\Omega^{1/2}e^{-\pi\Omega/2}e^{-3T/2})$, which relative to the geometric mean $\Omega^{3/2}e^{-\pi\Omega/2}e^{-3T/4}$ of the two squares is $O(\Omega^{-1}e^{-3T/4})$. The norm $S[\varphi]$ tends to $\pi$ because $S[\delta]$, $S[\tau]$ and $S[\lambda]$ all vanish. To leading order, therefore,

$$\Delta E\simeq A(h)+B(h),\qquad B(h)=Ce^{-3T/2}=C\,(3\pi\Omega)^{3/2}e^{-3(N+1/2)h/2}.$$

## A.8 The best step

Let $a=\pi\Omega_0$ and $h=h_0(1+\epsilon)$. Since $N+\tfrac12=\Omega_0^2/3$, the exponent of $B$ is $\tfrac32\cdot\tfrac{\Omega_0^2}{3}\cdot\tfrac{2\pi}{\Omega_0}(1+\epsilon)=a(1+\epsilon)$, and that of $A$ is $\pi\Omega=a/(1+\epsilon)=a-a\epsilon+O(a\epsilon^2)$. With $A_0=4\pi\Omega_0^3$ and $B_0=C(3\pi\Omega_0)^{3/2}$,

$$A+B=e^{-a}\big[A_0e^{a\epsilon}+B_0e^{-a\epsilon}\big]\big(1+O(\epsilon)+O(a\epsilon^2)+O(\Omega_0^{-1})\big).$$

The product of the two terms in the bracket is fixed, so their sum is least when they are equal:

$$\epsilon=\frac{\ln(B_0/A_0)}{2\pi\Omega_0},\qquad\Delta E\simeq2\sqrt{A_0B_0}\,e^{-\pi\Omega_0}.$$

Here $a\epsilon=O(\ln N)$, so the neglected relative terms are $O(\ln^2N/\sqrt N)$. Inserting $A_0$ and $B_0$ gives (a). As $B_0<A_0$, the best step lies below $h_0$. The Ritz energy is the minimum of the Rayleigh quotient over the span, which contains $\varphi$, so it obeys the same upper bound.

## A.9 From energy to distance

Free coefficients could in principle do much better. The lower bound first replaces the energy by $d$, the distance of $\psi$ from the span in the norm $\sqrt G$.

A trial function orthogonal to $\psi$ has $\Delta E\ge\tfrac38$. Any other can be scaled to $\psi+\eta$ with $\eta\perp\psi$. Two inequalities hold. The next level of $H$ is $-\tfrac18$, so $Q[\eta]\ge\tfrac38S[\eta]$. Also $H+\tfrac12=-\tfrac14\nabla^2+(-\tfrac14\nabla^2-1/r)+\tfrac12$, where the bracket is a hydrogen atom of mass 2 with lowest level $-1$, so $Q[\eta]\ge\tfrac14G[\eta]-\tfrac12S[\eta]$. Taking $\tfrac47$ of the first and $\tfrac37$ of the second cancels $S$, since $\tfrac47\cdot\tfrac38=\tfrac37\cdot\tfrac12$, and leaves $Q[\eta]\ge\tfrac3{28}G[\eta]\ge\tfrac3{28}d^2$. The norm is $\pi+S[\eta]\le\pi+\tfrac83Q$, and $Q/(\pi+\tfrac83Q)$ increases with $Q$, so

$$\Delta E\ge\frac{X}{\pi+8X/3},\qquad X=\tfrac3{28}d^2 .$$

The constant $3/28=0.1071$ is a bound. The smallest ratio $Q/G$ over functions orthogonal to $\psi$ in a 25-function basis with $t=-7+0.8k$, from a generalised eigenvalue problem, is $0.2597$, which is an upper estimate of the best constant.

The trapezoidal coefficients give the energy error (a), which also bounds the Rayleigh–Ritz error from above, and A.9 bounds the energy error for any coefficients from below in terms of the distance $d$. It remains to bound $d$ from below, which gives (b), and to treat the implementation and numerical examples.

Numbers in the example were calculated in double precision.
